# Muon and proton zero-point energies and the limits of static sites: test program

```python
"""Zero-point energy of a muon and a proton, and failure of static sites.

Claims tested: a harmonic site in a static host gives an energy ratio
sqrt(m_p/m_mu); in the double well V = B(1-x^2/a^2)^2 the ground level
passes the barrier near B = 0.7/(m a^2). Below the barrier, tunnelling
and site bias decide localization. Hartree atomic units are used.
B: barrier, a: half the site distance, m: particle mass, g = m a^2 B.
Scaled energies are in units of 1/(m a^2), scaled lengths in units of a.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

m_mu = physical_constants["muon-electron mass ratio"][0]
m_p = physical_constants["proton-electron mass ratio"][0]
hartree_ev = physical_constants["Hartree energy in eV"][0]
time_unit = physical_constants["atomic unit of time"][0]
mass_ratio = m_p / m_mu


def kinetic(count, step, mass=1.0):
    """Kinetic-energy matrix in a basis of sinc functions on a grid."""
    diff = np.subtract.outer(np.arange(count), np.arange(count))
    safe = np.where(diff == 0, 1, diff)
    matrix = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    return matrix * (1 - 2 * (np.abs(diff) % 2)) / (2 * mass * step**2)


def solve(potential, half_width, mass=1.0, count=141):
    x = np.linspace(-half_width, half_width, count)
    h = kinetic(count, x[1] - x[0], mass) + np.diag(potential(x))
    energy, vectors = eigh(h)
    return x, energy, vectors


def scaled_well(g):
    return solve(lambda s: g * (1 - s**2)**2, 1 + 3 / g**0.25)


def splitting(g):
    energy = scaled_well(g)[1]
    return energy[1] - energy[0]


def splitting_formula(g):
    omega = np.sqrt(8 * g)
    return 4 * omega**1.5 / np.sqrt(np.pi) * np.exp(-2 * omega / 3)


def midpoint_values(g):
    """Decaying solution at barrier-top energy, integrated to s = 0."""
    start = 4.0
    slope = -np.sqrt(2 * g * (start**4 - 2 * start**2))
    result = solve_ivp(
        lambda s, y: [y[1], 2 * g * (s**4 - 2 * s**2) * y[0]],
        (start, 0.0), [1.0, slope], method="DOP853", rtol=1e-10, atol=1e-10)
    assert result.success
    value, derivative = result.y[:, -1]
    return np.array([value, derivative]) / np.hypot(value, derivative)


# Mass scaling from direct diagonalization at the physical masses.
harmonic = [solve(lambda x: 0.05 * x**2, 4, m)[1][0] for m in (m_mu, m_p)]
quartic = [solve(lambda x: 0.01 * x**4, 4, m)[1][0] for m in (m_mu, m_p)]
harmonic_ratio = harmonic[0] / harmonic[1]
quartic_ratio = quartic[0] / quartic[1]
assert abs(harmonic_ratio - np.sqrt(mass_ratio)) < 1e-6
assert abs(quartic_ratio - mass_ratio**(2 / 3)) < 1e-6

# A moving host atom, anchored to the lattice by its own spring.
host_mass, bond_spring, anchor_spring = 50000.0, 0.032, 0.1
added = []
for mass in (m_mu, m_p):
    off = -bond_spring / np.sqrt(mass * host_mass)
    dynamical = np.array([[bond_spring / mass, off],
                          [off, (bond_spring + anchor_spring) / host_mass]])
    frequency_sum = np.sqrt(np.linalg.eigvalsh(dynamical)).sum()
    closed = np.sqrt(bond_spring / mass
                     + (bond_spring + anchor_spring) / host_mass
                     + 2 * np.sqrt(bond_spring * anchor_spring
                                   / (mass * host_mass)))
    assert abs(frequency_sum / closed - 1) < 1e-10
    added.append((frequency_sum - np.sqrt(anchor_spring / host_mass)) / 2)
host_ratio = added[0] / added[1]
assert 1 < host_ratio < np.sqrt(mass_ratio)

# Barrier crossings: diagonalization, strict trial bounds and integration.
g_even = brentq(lambda g: scaled_well(g)[1][0] - g, 0.3, 3)
g_odd = brentq(lambda g: scaled_well(g)[1][1] - g, 1, 6)
even_bound, odd_bound = 243 / 256, 675 / 256
assert g_even < even_bound and g_odd < odd_bound
even_shooting = brentq(lambda g: midpoint_values(g)[1], 0.3, 1.5)
odd_shooting = brentq(lambda g: midpoint_values(g)[0], 1, 4)
assert abs(g_even - even_shooting) < 1e-5
assert abs(g_odd - odd_shooting) < 1e-5

# The worked double well, solved at the physical masses.
barrier, half_distance = 0.003, 1.0
example = {}
for name, mass in (("muon", m_mu), ("proton", m_p)):
    g = mass * half_distance**2 * barrier
    x, energy, vectors = solve(
        lambda q: barrier * (1 - (q / half_distance)**2)**2,
        half_distance * (1 + 3 / g**0.25), mass)
    psi = vectors[:, 0]
    c, step = len(x) // 2, x[1] - x[0]
    curvature = (-psi[c-2] + 16 * psi[c-1] - 30 * psi[c]
                 + 16 * psi[c+1] - psi[c+2]) / (12 * step**2 * psi[c])
    expected = 2 * mass * (barrier - energy[0])
    assert abs(curvature - expected) < 2e-3 * max(1, abs(expected))
    density = psi**2
    midpoint = density[c] / np.interp(half_distance, x, density)
    zero_point = 0.5 * np.sqrt(8 * barrier / mass) / half_distance
    example[name] = (g, zero_point, energy[0], energy[1], midpoint)
assert example["muon"][2] > barrier > example["proton"][3]
assert example["muon"][4] > 1 > example["proton"][4]

# Scaling with distance and mass, checked away from the worked distance.
test_a, test_b = 1.5, 0.01
test_g = m_mu * test_a**2 * test_b
direct = solve(lambda q: test_b * (1 - (q / test_a)**2)**2, 5, m_mu)[1][0]
assert abs(direct * m_mu * test_a**2 - scaled_well(test_g)[1][0]) < 1e-6

# Ratio of ground energies in the same double well for several barriers.
ratio_barriers = (barrier, 0.02, 0.1, 0.5)
well_ratios = []
for b in ratio_barriers:
    e_mu = scaled_well(m_mu * b)[1][0] / m_mu
    e_p = scaled_well(m_p * b)[1][0] / m_p
    well_ratios.append(e_mu / e_p)
assert all(1 < r < mass_ratio for r in well_ratios)
assert abs(well_ratios[-1] - np.sqrt(mass_ratio)) < 0.1

# Tunnelling formula: its relative error must fall as the inverse action.
for g in (40.0, 80.0, 160.0):
    action = 2 * np.sqrt(8 * g) / 3
    assert abs(splitting(g) / splitting_formula(g) - 1) < 1.5 / action

# Barrier at which unbiased coherent transfer fills the time window.
window = 2e-6
window_results = []
for distance in (2.0, 4.0):
    a = distance / 2
    target = np.pi * time_unit / window * m_mu * a**2
    g_window = brentq(lambda g: np.log(splitting(g) / target), 20, 200)
    ratio = splitting_formula(g_window) / splitting(g_window)
    window_results.append((distance, g_window / (m_mu * a**2), ratio))

# Bias: propagate a localized packet in the full tilted double well.
g_bias = 15.0
s, energy, vectors = scaled_well(g_bias)
ground, excited = vectors[:, 0], vectors[:, 1]
dipole = ground @ (s * excited)
if dipole < 0:
    excited, dipole = -excited, -dipole
right, left = (ground + excited) / 2**0.5, (ground - excited) / 2**0.5
delta = energy[1] - energy[0]
bias = 3 * delta
tilt = bias / (2 * dipole)
_, tilted_energy, tilted = solve(
    lambda q: g_bias * (1 - q**2)**2 + tilt * q, s[-1])
times = np.linspace(0, 2 * np.pi / np.hypot(delta, bias), 401)
weights = (tilted.T @ left) * (tilted.T @ right)
transfer = np.abs(np.exp(-1j * np.outer(times, tilted_energy)) @ weights)**2
bias_formula = delta**2 / (delta**2 + bias**2)
assert abs(transfer.max() - bias_formula) < 0.01

# Transverse mode: same bare barrier, soft or stiff saddle.
g_2d, omega_site, even_count = 3.0, 10.0, 12
n = 2 * np.arange(even_count)
y_squared = np.diag((2 * n + 1) / (2 * omega_site))
link = np.sqrt((n[:-1] + 1) * (n[:-1] + 2)) / (2 * omega_site)
y_squared += np.diag(link, 1) + np.diag(link, -1)
y_kinetic = np.diag(omega_site * (n + 0.5)) - omega_site**2 * y_squared / 2
s = np.linspace(-3.4, 3.4, 69)
t_s = kinetic(len(s), s[1] - s[0])
inside = np.abs(s) < 1
transverse = []
for omega_saddle in (5.0, 10.0, 15.0):
    change = omega_saddle - omega_site
    omega = omega_site + change * np.where(inside, (1 - s**2)**2, 0)
    slope = change * np.where(inside, -4 * s * (1 - s**2), 0)
    bare = g_2d * (1 - s**2)**2
    h2 = np.kron(t_s + np.diag(bare), np.eye(even_count))
    h2 += np.kron(np.eye(len(s)), y_kinetic)
    h2 += np.kron(np.diag(omega**2 / 2), y_squared)
    e2, v2 = eigh(h2, subset_by_index=[0, 0])
    lower = eigh(t_s + np.diag(bare + omega / 2), eigvals_only=True)[0]
    upper = eigh(t_s + np.diag(bare + omega / 2 + slope**2 / (16 * omega**2)),
                 eigvals_only=True)[0]
    assert lower - 1e-6 <= e2[0] <= upper + 1e-6
    rho = (v2[:, 0].reshape(len(s), even_count)**2).sum(axis=1)
    midpoint = rho[len(s) // 2] / np.interp(1.0, s, rho)
    effective = g_2d + change / 2
    transverse.append((omega_saddle, effective, lower, e2[0], upper, midpoint))
assert transverse[0][5] > 1 > transverse[1][5] > transverse[2][5]
site_total = scaled_well(g_2d)[1][0] + omega_site / 2
assert site_total > g_2d

print(f"muon mass {m_mu:.3f} m_e; proton mass {m_p:.3f} m_e")
print(f"mass ratio {mass_ratio:.4f}; square root {mass_ratio**0.5:.4f}")
print(f"energy ratio, harmonic site {harmonic_ratio:.4f}")
print(f"energy ratio, quartic site {quartic_ratio:.4f}")
print(f"host mass {host_mass:.0f} m_e")
print(f"bond, anchor springs {bond_spring}, {anchor_spring} hartree/bohr^2")
print(f"energy ratio, moving host {host_ratio:.4f}")
print(f"scaled even crossing {g_even:.4f}; trial bound {even_bound:.4f}")
print(f"scaled odd crossing {g_odd:.4f}; trial bound {odd_bound:.4f}")
print(f"by integration: even {even_shooting:.4f}, odd {odd_shooting:.4f}")
print(f"example barrier {barrier} hartree = {barrier*hartree_ev:.4f} eV")
print(f"example site distance {2*half_distance:.1f} bohr")
for name, (g, zero, e0, e1, mid) in example.items():
    print(f"{name}: scaled barrier g {g:.4f}")
    print(f"{name}: harmonic zero-point {zero:.6f} hartree")
    print(f"{name}: ground {e0:.6f}, first excited {e1:.6f} hartree")
    print(f"{name}: density midpoint/site {mid:.4f}")
for b, r in zip(ratio_barriers, well_ratios):
    print(f"d=2 bohr, B={b} hartree: solved energy ratio {r:.4f}")
for distance in (2.0, 3.0, 4.0):
    a = distance / 2
    for name, mass in (("muon", m_mu), ("proton", m_p)):
        even, odd = g_even / (mass * a**2), g_odd / (mass * a**2)
        print(f"d={distance:.0f} bohr {name}: crossing barriers "
              f"even {even:.6f}, odd {odd:.6f} hartree")
muon_threshold = g_even / m_mu * hartree_ev
proton_threshold = g_even / m_p * hartree_ev
print(f"d=2 bohr even crossing: muon {muon_threshold:.4f} eV, "
      f"proton {proton_threshold:.4f} eV")
print(f"d=2 bohr harmonic muon crossing {2/m_mu:.6f} hartree")
proton_delta = example["proton"][3] - example["proton"][2]
print(f"proton splitting {proton_delta:.4e} hartree")
print(f"proton transfer time {np.pi/proton_delta*time_unit*1e12:.4f} ps")
print(f"time window {window*1e6:.1f} microseconds")
for distance, b, ratio in window_results:
    print(f"d={distance:.0f} bohr: muon window barrier {b:.4f} hartree; "
          f"splitting formula/solved {ratio:.4f}")
print(f"bias test: g {g_bias:.1f}, bias/splitting {bias/delta:.1f}")
print(f"maximum transfer: solved {transfer.max():.4f}, "
      f"formula {bias_formula:.4f}")
print(f"2D scaled bare barrier {g_2d:.1f}, site frequency {omega_site:.1f}")
print(f"2D constant-frequency total zero-point {site_total:.4f} scaled")
for w, eff, low, full, high, mid in transverse:
    print(f"saddle frequency {w:.0f}: effective barrier {eff:.2f} scaled")
    print(f"  lower {low:.5f}, full {full:.5f}, upper {high:.5f} scaled")
    print(f"  density midpoint/site {mid:.4f}")
print("all assertions hold")
```

Output:

```
muon mass 206.768 m_e; proton mass 1836.153 m_e
mass ratio 8.8802; square root 2.9800
energy ratio, harmonic site 2.9800
energy ratio, quartic site 4.2883
host mass 50000 m_e
bond, anchor springs 0.032, 0.1 hartree/bohr^2
energy ratio, moving host 2.9453
scaled even crossing 0.6834; trial bound 0.9492
scaled odd crossing 2.1478; trial bound 2.6367
by integration: even 0.6834, odd 2.1478
example barrier 0.003 hartree = 0.0816 eV
example site distance 2.0 bohr
muon: scaled barrier g 0.6203
muon: harmonic zero-point 0.005387 hartree
muon: ground 0.003118, first excited 0.006973 hartree
muon: density midpoint/site 1.4965
proton: scaled barrier g 5.5085
proton: harmonic zero-point 0.001808 hartree
proton: ground 0.001548, first excited 0.001729 hartree
proton: density midpoint/site 0.2306
d=2 bohr, B=0.003 hartree: solved energy ratio 2.0138
d=2 bohr, B=0.02 hartree: solved energy ratio 2.5068
d=2 bohr, B=0.1 hartree: solved energy ratio 2.8860
d=2 bohr, B=0.5 hartree: solved energy ratio 2.9433
d=2 bohr muon: crossing barriers even 0.003305, odd 0.010388 hartree
d=2 bohr proton: crossing barriers even 0.000372, odd 0.001170 hartree
d=3 bohr muon: crossing barriers even 0.001469, odd 0.004617 hartree
d=3 bohr proton: crossing barriers even 0.000165, odd 0.000520 hartree
d=4 bohr muon: crossing barriers even 0.000826, odd 0.002597 hartree
d=4 bohr proton: crossing barriers even 0.000093, odd 0.000292 hartree
d=2 bohr even crossing: muon 0.0899 eV, proton 0.0101 eV
d=2 bohr harmonic muon crossing 0.009673 hartree
proton splitting 1.8052e-04 hartree
proton transfer time 0.4210 ps
time window 2.0 microseconds
d=2 bohr: muon window barrier 0.8408 hartree; splitting formula/solved 1.0425
d=4 bohr: muon window barrier 0.1859 hartree; splitting formula/solved 1.0454
bias test: g 15.0, bias/splitting 3.0
maximum transfer: solved 0.0999, formula 0.1000
2D scaled bare barrier 3.0, site frequency 10.0
2D constant-frequency total zero-point 6.8705 scaled
saddle frequency 5: effective barrier 0.50 scaled
  lower 5.75333, full 5.77781, upper 5.78724 scaled
  density midpoint/site 2.4183
saddle frequency 10: effective barrier 3.00 scaled
  lower 6.87053, full 6.87053, upper 6.87053 scaled
  density midpoint/site 0.6155
saddle frequency 15: effective barrier 5.50 scaled
  lower 7.55365, full 7.56079, upper 7.56276 scaled
  density midpoint/site 0.1660
all assertions hold
```
